# Silicon valley masses and hard-wall ladders on three surfaces: a numerical check

```python
"""Silicon valleys between hard walls: confinement masses and lowest ladders.

Result under test: a valley with axis v in a layer with unit normal n has
    E_j = (pi*j/L)**2 / m_z,   1/m_z = c**2/m_l + (1 - c**2)/m_t,   c = n.v
and the lowest ladder is twofold on (100), fourfold on (110), sixfold on (111).
Symbols: m_l, m_t  longitudinal and transverse mass (free-electron masses)
         L         layer thickness (bohr);  j = 1, 2, ... rung number
         q         in-plane wave vector from the valley centre (1/bohr)
Rydberg units: hbar^2/(2 m_e) = 1, energies in Ry, lengths in bohr.
The independent side solves the wall problem on a grid, with coefficients
read off the bulk ellipsoid energy.
"""
import numpy as np
from scipy.linalg import eigvals_banded
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9

m_l, m_t = 0.92, 0.19
L = 100.0
INTERVALS = 400

valley_axes = [sign * axis for axis in np.eye(3) for sign in (1.0, -1.0)]


def unit(vector):
    vector = np.asarray(vector, dtype=float)
    return vector / np.linalg.norm(vector)


def bulk_energy(k, v):
    """Ellipsoid energy from the parts of k along and across the axis v."""
    along = np.dot(k, v)
    across = k - along * v
    return along**2 / m_l + np.dot(across, across) / m_t


def grid_levels(n, v, q, count=3):
    """Lowest levels of A p^2 + 2 b p + C with p = -i d/dz and hard walls."""
    A = bulk_energy(n, v)
    b = (bulk_energy(n + q, v) - bulk_energy(n - q, v)) / 4
    C = bulk_energy(q, v)
    h = L / INTERVALS
    band = np.zeros((2, INTERVALS - 1), dtype=complex)
    band[0, :] = 2 * A / h**2 + C
    band[1, :-1] = -A / h**2 + 1j * b / h
    return eigvals_banded(band, lower=True, select="i",
                          select_range=(0, count - 1))


def formula_levels(n, v, q, count=3):
    """Levels after the linear term is removed by a phase factor."""
    W = np.eye(3) / m_t + (1 / m_l - 1 / m_t) * np.outer(v, v)
    A = n @ W @ n
    j = np.arange(1, count + 1)
    return A * (np.pi * j / L)**2 + q @ W @ q - (n @ W @ q)**2 / A


surfaces = {
    "100": (unit([1, 0, 0]), unit([0, 1, 0])),
    "110": (unit([1, 1, 0]), unit([0, 0, 1])),
    "111": (unit([1, 1, 1]), unit([1, -1, 0])),
}
# Closed forms: (mass, number of valleys), heaviest first
closed_forms = {
    "100": [(m_l, 2), (m_t, 4)],
    "110": [(2 * m_l * m_t / (m_l + m_t), 4), (m_t, 2)],
    "111": [(3 * m_l * m_t / (m_t + 2 * m_l), 6)],
}

zero = np.zeros(3)
ladders = {}
worst_error = 0.0
for name, (n, e1) in surfaces.items():
    e2 = np.cross(n, e1)
    groups = []
    for v in valley_axes:
        bottom = grid_levels(n, v, zero)
        # Grid error is about (pi*j/INTERVALS)^2/12, below 5e-5 for j <= 3
        for q in (zero, 0.02 * e1, 0.02 * e2, 0.015 * (e1 + e2),
                  0.015 * (e1 - e2)):
            numeric = grid_levels(n, v, q)
            error = np.max(np.abs(numeric / formula_levels(n, v, q) - 1))
            worst_error = max(worst_error, error)
            assert error < 1e-4
            if np.any(q):
                assert np.all(numeric > bottom)
        for group in groups:
            if abs(group["levels"][0] / bottom[0] - 1) < 1e-6:
                group["count"] += 1
                break
        else:
            groups.append({"levels": bottom, "count": 1})
    groups.sort(key=lambda group: group["levels"][0])
    assert len(groups) == len(closed_forms[name])
    for group, (mass, count) in zip(groups, closed_forms[name]):
        grid_mass = (np.pi / L)**2 / group["levels"][0]
        assert group["count"] == count
        assert abs(grid_mass / mass - 1) < 1e-4
        group["grid_mass"] = grid_mass
    if len(groups) == 2:
        assert np.all(groups[0]["levels"] < groups[1]["levels"])
    ladders[name] = groups

# Order of the second heavy rung and the first light rung
assert ladders["100"][0]["levels"][1] < ladders["100"][1]["levels"][0]
assert ladders["110"][0]["levels"][1] > ladders["110"][1]["levels"][0]

# Ground rung over random surface normals: bounds reached at (100) and (111)
rng = np.random.default_rng(7)
ground_all = []
for _ in range(5000):
    normal = unit(rng.normal(size=3))
    inverse_masses = [bulk_energy(normal, axis) for axis in np.eye(3)]
    assert abs(sum(inverse_masses) - (1 / m_l + 2 / m_t)) < 1e-10
    # The axis closest to the normal must give the heaviest mass
    assert np.argmin(inverse_masses) == np.argmax(np.abs(normal))
    ground_all.append(min(inverse_masses) * (np.pi / L)**2)
ground_100 = (np.pi / L)**2 / closed_forms["100"][0][0]
ground_111 = (np.pi / L)**2 / closed_forms["111"][0][0]
assert ground_100 <= min(ground_all) and max(ground_all) <= ground_111

# Tilted valley on (110): wrong mass average and true in-plane mass
n110 = surfaces["110"][0]
tilted_axis = np.array([1.0, 0.0, 0.0])
mass_tensor = np.diag([m_l, m_t, m_t])
wrong_mass = n110 @ mass_tensor @ n110
wrong_energy = (np.pi / L)**2 / wrong_mass
true_energy = grid_levels(n110, tilted_axis, zero)[0]
assert abs(wrong_energy / true_energy - 1) > 0.1
q_size = 0.02
q_tilt = q_size * unit([1, -1, 0])
in_plane_rise = grid_levels(n110, tilted_axis, q_tilt)[0] - true_energy
in_plane_mass = q_size**2 / in_plane_rise
assert abs(in_plane_mass / ((m_l + m_t) / 2) - 1) < 1e-3

print(f"longitudinal mass m_l = {m_l:.2f} m_e")
print(f"transverse mass m_t = {m_t:.2f} m_e")
print(f"mass ratio m_l/m_t = {m_l / m_t:.3f}")
print(f"thickness L = {L:.0f} bohr = {L * BOHR_NM:.3f} nm")
print(f"(pi/L)^2 = {1e3 * (np.pi / L)**2:.5f} mRy")
print(f"1 Ry = {RY_EV:.5f} eV")
for name in surfaces:
    n = surfaces[name][0]
    print(f"surface ({name}), heaviest ladder first:")
    first_rungs = []
    for group, (mass, count) in zip(ladders[name], closed_forms[name]):
        E1, E2 = [(np.pi * j / L)**2 / mass for j in (1, 2)]
        first_rungs.append(E1)
        print(f"  valleys {group['count']}: m_z = {mass:.4f} m_e, "
              f"from grid {group['grid_mass']:.4f} m_e")
        print(f"    E1 = {1e3 * E1:.4f} mRy, E2 = {1e3 * E2:.4f} mRy")
    print(f"  lowest rung = {1e3 * RY_EV * first_rungs[0]:.2f} meV")
    if len(first_rungs) == 2:
        gap = first_rungs[1] - first_rungs[0]
        ratio = closed_forms[name][0][0] / closed_forms[name][1][0]
        print(f"  separation of first rungs = {1e3 * gap:.4f} mRy")
        print(f"  ratio of the two masses = {ratio:.3f}")
print(f"(110) tilted valley, wrong average n.M.n = {wrong_mass:.4f} m_e")
print(f"  wrong first rung = {1e3 * wrong_energy:.4f} mRy")
print(f"  in-plane mass along [1-10], grid = {in_plane_mass:.4f} m_e")
print(f"  rise at q = {q_size:.2f}/bohr, grid = {1e3 * in_plane_rise:.4f} mRy")
print(f"random normals tested = {len(ground_all)}")
print(f"  smallest ground rung found = {1e3 * min(ground_all):.4f} mRy")
print(f"  largest ground rung found = {1e3 * max(ground_all):.4f} mRy")
print(f"largest relative grid-formula difference = {worst_error:.1e}")
print("no test failed")
```

Output:

```
longitudinal mass m_l = 0.92 m_e
transverse mass m_t = 0.19 m_e
mass ratio m_l/m_t = 4.842
thickness L = 100 bohr = 5.292 nm
(pi/L)^2 = 0.98696 mRy
1 Ry = 13.60569 eV
surface (100), heaviest ladder first:
  valleys 2: m_z = 0.9200 m_e, from grid 0.9200 m_e
    E1 = 1.0728 mRy, E2 = 4.2911 mRy
  valleys 4: m_z = 0.1900 m_e, from grid 0.1900 m_e
    E1 = 5.1945 mRy, E2 = 20.7781 mRy
  lowest rung = 14.60 meV
  separation of first rungs = 4.1217 mRy
  ratio of the two masses = 4.842
surface (110), heaviest ladder first:
  valleys 4: m_z = 0.3150 m_e, from grid 0.3150 m_e
    E1 = 3.1337 mRy, E2 = 12.5346 mRy
  valleys 2: m_z = 0.1900 m_e, from grid 0.1900 m_e
    E1 = 5.1945 mRy, E2 = 20.7781 mRy
  lowest rung = 42.64 meV
  separation of first rungs = 2.0609 mRy
  ratio of the two masses = 1.658
surface (111), heaviest ladder first:
  valleys 6: m_z = 0.2583 m_e, from grid 0.2583 m_e
    E1 = 3.8206 mRy, E2 = 15.2825 mRy
  lowest rung = 51.98 meV
(110) tilted valley, wrong average n.M.n = 0.5550 m_e
  wrong first rung = 1.7783 mRy
  in-plane mass along [1-10], grid = 0.5550 m_e
  rise at q = 0.02/bohr, grid = 0.7207 mRy
random normals tested = 5000
  smallest ground rung found = 1.0730 mRy
  largest ground rung found = 3.7845 mRy
largest relative grid-formula difference = 4.6e-05
no test failed
```
